# Parity of the Dirac equation and of fermion and antifermion

## 1. What a reflection must do

Reflection through the origin reverses momentum but leaves rest energy alone. The free Dirac Hamiltonian contains one term of each kind:

$$i\partial_t\psi=H\psi,\qquad H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\qquad \mathbf p=-i\nabla .$$

I use Hartree atomic units, with $\hbar=m=1$, and the standard matrices in $2\times2$ blocks,

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad
\beta=\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \gamma^i=\beta\alpha_i .$$

Reflecting the coordinates alone would reverse the first term of $H$ and keep the second, giving a different equation. A matrix acting on the four components must repair the sign. I therefore try

$$\psi'(\mathbf x,t)=S\,\psi(-\mathbf x,t),$$

with $S$ constant and unitary, so that the total probability is preserved.

By the chain rule, $\nabla[\psi(-\mathbf x,t)]=-(\nabla\psi)(-\mathbf x,t)$. The original equation, evaluated at $-\mathbf x$ and multiplied by $S$, becomes

$$i\partial_t\psi'=\left[-c\,S\boldsymbol\alpha S^{-1}\cdot\mathbf p+S\beta S^{-1}c^2\right]\psi' .$$

At a given instant $\psi'$ can be any function, so this is the Dirac equation for every solution if and only if the coefficients agree:

$$S\beta=\beta S,\qquad S\alpha_i=-\alpha_iS .$$

To solve these conditions, write $S=\begin{pmatrix}A&F\\G&B\end{pmatrix}$. Then

$$S\beta=\begin{pmatrix}A&-F\\G&-B\end{pmatrix},\qquad
\beta S=\begin{pmatrix}A&F\\-G&-B\end{pmatrix},$$

so $F=G=0$. The upper right block of the second condition is $A\sigma_i=-\sigma_iB$. Multiplying from the left by $\sigma_i$, whose square is 1, gives

$$B=-\sigma_iA\sigma_i\qquad\text{for each } i=1,2,3 .$$

The lower left block gives the same relation. Any $2\times2$ matrix can be written $A=a_0+a_1\sigma_1+a_2\sigma_2+a_3\sigma_3$. Different Pauli matrices anticommute, so

$$\begin{aligned}
\sigma_1A\sigma_1&=a_0+a_1\sigma_1-a_2\sigma_2-a_3\sigma_3,\\
\sigma_2A\sigma_2&=a_0-a_1\sigma_1+a_2\sigma_2-a_3\sigma_3,\\
\sigma_3A\sigma_3&=a_0-a_1\sigma_1-a_2\sigma_2+a_3\sigma_3 .
\end{aligned}$$

All three equal $-B$. Equality of the first two requires $a_1=a_2=0$, and equality of the first and third requires $a_3=0$. Hence $A=a_0$, $B=-a_0$ and $S=a_0\beta$. Unitarity makes $a_0$ a phase, which I call $\eta$:

$$\boxed{(P\psi)(\mathbf x,t)=\eta\,\gamma^0\psi(-\mathbf x,t),\qquad |\eta|=1.}$$

The conditions fix $S$ only up to this phase; $\eta=1$ is the simplest choice. I keep $\eta$ because it shows which statements about parity depend on convention.

## 2. The simplest case: a particle at rest

At $\mathbf p=0$ the wave function does not depend on position, and $H=c^2\beta$. A spinor $w$ of energy $\mathcal E$ obeys $c^2\beta w=\mathcal Ew$. Since $\beta$ has eigenvalues $+1,+1,-1,-1$, there are two spin states at each of two energies:

$$\mathcal E=+c^2:\ \beta w=+w,\qquad\qquad \mathcal E=-c^2:\ \beta w=-w .$$

Reflection does not change a constant function, so $P$ acts on these states as $\eta\beta$. Their parities are $+\eta$ and $-\eta$.

This does not depend on the chosen form of the matrices. At rest the Hamiltonian and the parity matrix are both multiples of $\gamma^0$, so the parity is $\eta\mathcal E/c^2$ in any representation.

For an electron $c=137.036$, so $c^2=18779$ hartree. With $\eta=1$, diagonalization gives two states at $+18779$ hartree with parity $+1$ and two at $-18779$ hartree with parity $-1$.

A negative-energy solution is not yet an antifermion. That identification comes in section 5, and it affects the phase.

## 3. Letting the particle move

Take $\psi=w\,e^{i\mathbf p\cdot\mathbf x}$, where $\mathbf p$ is now a number vector, and write $w=(\varphi,\chi)$. The two block rows of $Hw=\mathcal Ew$ are

$$c^2\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=\mathcal E\varphi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi-c^2\chi=\mathcal E\chi .$$

Let $E=c\sqrt{p^2+c^2}>0$ and define

$$\kappa(\mathbf p)=\frac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+c^2},\qquad
\kappa^2=\frac{c^2p^2}{(E+c^2)^2}=\frac{E-c^2}{E+c^2},$$

where I used $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ and $c^2p^2=E^2-c^4$.

For $\mathcal E=+E$ the second row gives $\chi=\kappa\varphi$. The first row then reads $c^2+c^2p^2/(E+c^2)=c^2+(E-c^2)=E$, as it should. For $\mathcal E=-E$ the first row gives $\varphi=-\kappa\chi$, and the same identity satisfies the second row. With a fixed two-component spin vector $\chi_s$ and $N=(1+\kappa^2)^{-1/2}$, the normalized spinors are

$$w_+(\mathbf p,s)=N\begin{pmatrix}\chi_s\\ \kappa\chi_s\end{pmatrix},\qquad
w_-(\mathbf p,s)=N\begin{pmatrix}-\kappa\chi_s\\ \chi_s\end{pmatrix}.$$

The matrix $\beta$ reverses the lower block, and $\kappa(-\mathbf p)=-\kappa(\mathbf p)$. Therefore

$$\beta w_+(\mathbf p,s)=+w_+(-\mathbf p,s),\qquad
\beta w_-(\mathbf p,s)=-w_-(-\mathbf p,s).$$

Parity reverses the momentum, keeps the spin label, and supplies the same signs as at rest.

**A number.** For $p=100$ atomic units along $z$ and spin up,

$$E=137.036\sqrt{100^2+18779}\approx23247\ \text{hartree},\qquad
\kappa=\frac{137.036\times100}{23247+18779}\approx0.3261 .$$

The upper and lower components are $0.9507$ and $0.3100$. The mean of $\gamma^0$ is $0.9507^2-0.3100^2\approx0.808$, which equals $c^2/E$. This is not the parity of the state. A moving plane wave is no parity eigenstate, and its mean parity is zero, because $P$ turns it into a wave of momentum $-\mathbf p$, orthogonal to the first.

Parity eigenstates can be built from both momenta. For $\lambda=\pm1$ the positive-energy combination

$$w_+(\mathbf p,s)e^{i\mathbf p\cdot\mathbf x}+\lambda\,w_+(-\mathbf p,s)e^{-i\mathbf p\cdot\mathbf x}$$

has parity $\lambda\eta$. The same combination of $w_-$ has parity $-\lambda\eta$. Both parities thus occur at $+23247$ hartree and both at $-23247$ hartree, as the numerical check confirms. For a moving particle the sign of the energy does not determine the parity.

**Limit $p\to0$.** At any fixed position the combination with $\lambda=-1$ tends to zero, since its two terms become equal. Divided by $p$, it tends to a solution that grows linearly with position, which is not a state of zero momentum. The constant wave function that survives comes from $\lambda=+1$, with parity $+\eta$ for positive and $-\eta$ for negative energy. This recovers section 2 and shows why intrinsic parity is read off at rest: in motion, the spatial form of the wave adds a sign of its own.

## 4. Adding external fields

For a particle of charge $q$ in potentials $\Phi$ and $\mathbf A$,

$$i\partial_t\psi=\left[c\,\boldsymbol\alpha\cdot(\mathbf p-q\mathbf A)+\beta c^2+q\Phi\right]\psi .$$

Evaluate this at $-\mathbf x$ and multiply by $\eta\beta$. The mass and scalar terms commute with $\beta$. In the remaining term, the operator $\mathbf p$ becomes $-\mathbf p$ when written as a derivative of $\psi(-\mathbf x,t)$, and moving $\beta$ past $\boldsymbol\alpha$ gives another minus sign:

$$\beta\,\boldsymbol\alpha\cdot\left[-\mathbf p-q\mathbf A(-\mathbf x,t)\right]\psi(-\mathbf x,t)
=\boldsymbol\alpha\cdot\left[\mathbf p+q\mathbf A(-\mathbf x,t)\right]\beta\psi(-\mathbf x,t).$$

So $P\psi$ obeys the Dirac equation in the mirrored potentials

$$\Phi'(\mathbf x,t)=\Phi(-\mathbf x,t),\qquad \mathbf A'(\mathbf x,t)=-\mathbf A(-\mathbf x,t).$$

The operator $P$ is a symmetry of the given problem when these equal the original potentials, that is, when $\Phi$ is even and $\mathbf A$ is odd. If they differ from the originals only by a gauge transformation, the fields are still symmetric, but $P$ must be combined with the gauge phase, which depends on position and, when $\Phi$ is not even, also on time. The Coulomb potential of a nucleus at the origin meets the condition with no such phase. So does a uniform magnetic field $\mathbf B$ with $\mathbf A=\tfrac12\mathbf B\times\mathbf x$. A uniform electric field $\boldsymbol{\mathcal F}$ with $\Phi=-\boldsymbol{\mathcal F}\cdot\mathbf x$ does not: the reflected wave function belongs to the opposite field.

**Limit of no fields.** The condition is then met trivially. I tested this case on a ring of length $0.0628$ bohr with five points and momenta $0,\pm100,\pm200$ atomic units. The commutator of $P$ with $H$, measured relative to the size of $H$ in the Frobenius norm (the root of the sum of squared matrix elements), is $2\times10^{-16}$, which is rounding error. If $\gamma^0$ is left out, it is $1.44$; this value depends on the norm and on the momenta kept, and only its being far from zero matters.

## 5. From negative energy to antifermion

In the filled-sea picture, the vacuum has every negative-energy state occupied. An antifermion at rest is a vacancy in a rest state. Removing energy $-c^2$ and charge $q$ leaves energy $+c^2$ and charge $-q$ relative to the vacuum. I neglect interactions among the electrons and first take a finite number of states, keeping $-\mathbf p$ whenever $\mathbf p$ is kept, so that parity, which reverses momentum, does not lead out of the retained set.

Let the occupied orbitals be $\phi_j$. Parity turns each into a combination of occupied orbitals, because it preserves the sign of the energy:

$$P\phi_j=\sum_i\phi_iM_{ij}.$$

The sea is an antisymmetrized product of the $\phi_j$. Applying $P$ to every factor multiplies that product by $\det M$, which is the parity of the sea.

A rest orbital is by itself an eigenstate, with $P\phi_0=-\eta\phi_0$. Hence $\det M=(-\eta)\det M_{\text{others}}$. Taking this electron out changes the parity, relative to the sea, by

$$\frac{\det M_{\text{others}}}{\det M}=\frac1{-\eta}=-\eta^* ,$$

since $|\eta|=1$ means $1/\eta=\eta^*$. Adding a positive-energy electron at rest multiplies the parity by $\eta$. Therefore

$$\boxed{\text{fermion: }\eta,\qquad \text{antifermion: }-\eta^*,\qquad
\text{product: }-|\eta|^2=-1.}$$

The ratios do not involve the other sea orbitals, so they do not change as more are added. The vacuum itself is assigned parity $+1$.

**Test on the phase.** The ring has 20 one-electron states, 10 of them in the sea. Determinants computed from these orbitals give:

- $\eta=1$: electron $+1$, hole $-1$, pair $-1$.
- $\eta=i$: electron $i$, hole $i$, pair $-1$.
- $\eta=e^{0.7i}$: electron $0.765+0.644i$, hole $-0.765+0.644i$, pair $-1$.

The second line limits the phrase "opposite intrinsic parity". It is literally true for real $\eta=\pm1$, the choices for which $P^2=1$. For $\eta=i$ the two phases are equal, yet their product is still $-1$.

The product is protected for a simple reason. Changing $\eta$ by a factor $e^{ia}$ multiplies an $N$-electron state by $e^{iaN}$. A state with one pair has the same $N$ as the sea, so its relative parity cannot change.

## 6. The same result without the sea

The antifermion can also be described by its own wave function,

$$\psi_c=U\psi^*,\qquad U=i\gamma^2=i\beta\alpha_2 .$$

Two properties of $U$ are needed. The first is $U\beta=-\beta U$, because $\alpha_2$ anticommutes with $\beta$. The second is $U\alpha_i^*=\alpha_iU$. For $i=1,3$ the matrix $\alpha_i$ is real, and moving it past both $\alpha_2$ and $\beta$ gives two minus signs. For $i=2$, $\alpha_2^*=-\alpha_2$, and moving it past $\beta$ alone gives the compensating minus sign.

The complex conjugate of the equation in section 4 is

$$-i\partial_t\psi^*=\left[c\,\boldsymbol\alpha^*\cdot(i\nabla-q\mathbf A)+\beta c^2+q\Phi\right]\psi^* .$$

Multiply by $U$ from the left, use the two properties, and reverse the overall sign:

$$i\partial_t\psi_c=\left[c\,\boldsymbol\alpha\cdot(-i\nabla+q\mathbf A)+\beta c^2-q\Phi\right]\psi_c .$$

This is the Dirac equation for charge $-q$. Now apply the same conjugation to the parity-transformed wave function:

$$U\left[\eta\beta\psi(-\mathbf x,t)\right]^*=\eta^*U\beta\psi^*(-\mathbf x,t)=-\eta^*\beta\,\psi_c(-\mathbf x,t).$$

**Limit of rest.** Start from a negative-energy spinor, $\beta w=-w$. Its conjugate $w_c=Uw^*$ satisfies $\beta w_c=-U\beta w^*=+w_c$, as a positive-energy spinor at rest must. The parity of the antifermion is then $-\eta^*\times(+1)=-\eta^*$, in agreement with the hole. In this description the minus sign sits in the transformation rule and not in the spinor.

## 7. A moving pair

Let the pair have zero total momentum. Starting from the sea, replace the orbital $w_-(\mathbf p,s')$ by $w_+(\mathbf p,s)$. This creates an electron of momentum $\mathbf p$ and a hole of momentum $-\mathbf p$. Call the state $|\mathbf p\rangle$, with the spin labels understood.

Under $P$, the replaced orbital would have contributed $-\eta$ and moved to $-\mathbf p$. Its replacement contributes $+\eta$ and also moves to $-\mathbf p$. All other factors, including the reordering of orbitals, are the same as for the sea. Relative to the sea,

$$P|\mathbf p\rangle=\frac{\eta}{-\eta}\,|-\mathbf p\rangle=-|-\mathbf p\rangle .$$

For a superposition with amplitude $f(\mathbf p)$, relabelling the sum gives

$$P\sum_{\mathbf p}f(\mathbf p)|\mathbf p\rangle=-\sum_{\mathbf p}f(-\mathbf p)|\mathbf p\rangle .$$

An even amplitude therefore has parity $-1$ and an odd one $+1$. The determinants on the ring give these values for $p=\pm100$ atomic units.

In three dimensions, let $f$ have the angular dependence $Y_{LM}$. Since $p^LY_{LM}$ is a homogeneous polynomial of degree $L$ in the components of $\mathbf p$, reversing $\mathbf p$ multiplies it by $(-1)^L$. Hence

$$P_{\text{pair}}=(-1)^{L+1}.$$

Here $L$ belongs to the relative motion, described with the spin labels $s,s'$ that parity leaves alone. An electron and a positron in an S wave have odd parity for any combination of their spins.

**Limit of rest.** A pair with both members at rest has no angular dependence, so $L=0$ and the parity is $-1$. This is the product found in section 5. Relative motion contributes the factor $(-1)^L$, and the remaining minus sign is the intrinsic one.

## Table of computed values

```
speed of light c = 137.0360 a.u.
rest energy c^2 = 18778.865 hartree
independent matrices S allowed = 1 (number)
ring: points = 5, length = 0.062832 bohr
ring momenta = [-200.0, -100.0, 0.0, 100.0, 200.0] a.u.
one-electron states = 20, in the sea = 10
relative commutator with H, with gamma0 = 2.0e-16
relative commutator with H, without gamma0 = 1.4363
Rest states, eta = 1 (two spins for each energy):
  energy = 18778.865 hartree, parity = +1.0000
  energy = 18778.865 hartree, parity = +1.0000
  energy = -18778.865 hartree, parity = -1.0000
  energy = -18778.865 hartree, parity = -1.0000
Moving electron, p = 100.0 a.u. along z, spin up:
  energy = 23247.246 hartree
  upper component = 0.950734 (no unit)
  lower component = 0.310009 (no unit)
  lower/upper = 0.326073 (no unit)
  mean of gamma0 = 0.807789 (no unit)
Standing waves of p and -p, eta = 1:
  energy = 23247.246 hartree, parity = +1.0000
  energy = 23247.246 hartree, parity = -1.0000
  energy = -23247.246 hartree, parity = +1.0000
  energy = -23247.246 hartree, parity = -1.0000
Parities relative to the filled sea (no unit):
  eta = 1: electron +1.0000+0.0000i, hole -1.0000+0.0000i, pair -1.0000+0.0000i
  eta = i: electron +0.0000+1.0000i, hole +0.0000+1.0000i, pair -1.0000+0.0000i
  eta = exp(0.7i): electron +0.7648+0.6442i, hole -0.7648+0.6442i, pair -1.0000+0.0000i
moving pair, even amplitude: parity = -1.0000
moving pair, odd amplitude: parity = +1.0000
```
